# Lang-Firsov Polaron Shift and Band Narrowing for an Oxide Hole: a numerical check

```python
"""Lang-Firsov treatment of one Holstein hole.

H = -t sum c_i^+ c_j + w sum b_i^+ b_i + g w sum n_i (b_i + b_i^+)
Result under test: site energy shift -g^2 w and, to first order in t at
zero temperature, hopping t exp(-g^2).
t: bare hopping energy, w: phonon quantum, g: dimensionless coupling,
c: hole operator, b: phonon operator, n: hole number.
Cluster calculations use w = 1 and the original, untransformed H.
"""
import numpy as np
from scipy import sparse, constants
from scipy.linalg import eigh, expm
from scipy.integrate import quad, dblquad
from scipy.special import sici


def lowering(cutoff):
    return sparse.diags(np.sqrt(np.arange(1, cutoff)), 1, format="csr")


def cluster_levels(hop, coupling, cutoff, count):
    """Lowest levels of one hole; coupling[i, m] joins site i to mode m.

    All pairs of sites are neighbours, and there is one mode per site.
    """
    sites = len(coupling)
    one = sparse.identity(cutoff, format="csr")
    modes = []
    for m in range(sites):
        op = sparse.identity(1, format="csr")
        for k in range(sites):
            op = sparse.kron(op, lowering(cutoff) if k == m else one, format="csr")
        modes.append(op)
    phonon_identity = sparse.identity(cutoff**sites, format="csr")
    hop_matrix = sparse.csr_matrix(np.ones((sites, sites)) - np.eye(sites))
    phonon_energy = sum(b.T @ b for b in modes)
    H = -hop * sparse.kron(hop_matrix, phonon_identity, format="csr")
    H = H + sparse.kron(sparse.identity(sites), phonon_energy, format="csr")
    for i in range(sites):
        projector = np.zeros((sites, sites))
        projector[i, i] = 1.0
        force = sum(coupling[i, m] * (modes[m] + modes[m].T) for m in range(sites))
        H = H + sparse.kron(sparse.csr_matrix(projector), force, format="csr")
    return eigh(H.toarray(), eigvals_only=True, subset_by_index=[0, count - 1])


def excited_sum(x):
    """Sum of x^n / (n n!) over n >= 1."""
    term, total = 1.0, 0.0
    for n in range(1, 150):
        term *= x / n
        total += term / n
    return total


def return_energy(t, w, g2):
    return t**2 / w * np.exp(-2 * g2) * excited_sum(2 * g2)


def two_step_hop(t, w, g2):
    return t**2 / w * np.exp(-2 * g2) * excited_sum(g2)


# Rough parameters in the regime of a hole in NiO
w = 0.070          # eV
Ep_input = 0.35    # eV
t = 0.020          # eV
lattice = 0.42     # nm
temperature = 300.0  # K
field = 1.0        # MV/cm
g2 = Ep_input / w
g = np.sqrt(g2)

# Operator identity and zero-phonon overlap
size = 150
b = lowering(size).toarray()
displacement = expm(g * (b.T - b))
shifted = displacement @ b @ displacement.T
identity_error = np.max(np.abs((shifted - b + g * np.eye(size))[:10, :10]))
assert identity_error < 1e-8
gauss_overlap = quad(
    lambda x: np.exp(-x**2 / 2 - (x - np.sqrt(2) * g)**2 / 2) / np.sqrt(np.pi),
    -12, 15, epsabs=1e-12, limit=200)[0]
assert abs(gauss_overlap / np.exp(-g2 / 2) - 1) < 1e-7
assert abs(displacement[0, 0] / gauss_overlap - 1) < 1e-7

# Shift and exponential narrowing from exact two-site levels
small_hop = 0.001
dimer_rows = []
for test_g2 in (0.5, 2.0, 4.0):
    levels = cluster_levels(small_hop, np.sqrt(test_g2) * np.eye(2), 24, 2)
    factor = (levels[1] - levels[0]) / (2 * small_hop)
    assert abs(levels.mean() + test_g2) < 1e-5
    assert abs(factor / np.exp(-test_g2) - 1) < 1e-4
    dimer_rows.append((test_g2, levels.mean(), factor))

# Coupling that reaches the neighbouring mode
g_near, g_far = 1.2, 0.5
levels = cluster_levels(small_hop, np.array([[g_near, g_far], [g_far, g_near]]), 24, 2)
nonlocal_factor = (levels[1] - levels[0]) / (2 * small_hop)
nonlocal_shift = levels.mean()
assert abs(nonlocal_shift + g_near**2 + g_far**2) < 1e-5
assert abs(nonlocal_factor / np.exp(-(g_near - g_far)**2) - 1) < 1e-4

# Three sites: both signs of t separate odd and even orders
tri_t, tri_g2 = 0.02, 0.5
plus = cluster_levels(tri_t, np.sqrt(tri_g2) * np.eye(3), 9, 3)
minus = cluster_levels(-tri_t, np.sqrt(tri_g2) * np.eye(3), 9, 3)
gap_plus = plus[1:].mean() - plus[0]
gap_minus = minus[:2].mean() - minus[2]
tri_first = (gap_plus - gap_minus) / 6
tri_second = (gap_plus + gap_minus) / 6
tri_return = -((plus.mean() + minus.mean()) / 2 + tri_g2) / 2
assert abs(tri_first / (tri_t * np.exp(-tri_g2)) - 1) < 0.01
assert abs(tri_second / two_step_hop(tri_t, 1.0, tri_g2) - 1) < 0.01
assert abs(tri_return / return_energy(tri_t, 1.0, tri_g2) - 1) < 0.01

# Triangular-sheet band of the example
angle = 2 * np.pi * np.arange(60) / 60
ka, kb = np.meshgrid(angle, angle)
gamma = 2 * (np.cos(ka) + np.cos(kb) + np.cos(ka - kb))
assert abs(gamma.max() - 6) < 1e-12 and abs(gamma.min() + 3) < 1e-12
narrowing = np.exp(-g2)
t_polaron = t * narrowing
bare_width = np.ptp(-t * gamma)
width = np.ptp(-t_polaron * gamma)
J2 = two_step_hop(t, w, g2)
return_shift = 6 * return_energy(t, w, g2)
width_second = np.ptp(-t_polaron * gamma - J2 * (gamma**2 - 6))

# Exact two-site splitting at the example coupling, small and large t
large_t = 2 * w
exact_ratios = []
for hop in (t, large_t):
    levels = cluster_levels(hop / w, g * np.eye(2), 26, 2)
    exact_ratios.append((levels[1] - levels[0]) / (2 * hop / w * narrowing))
assert abs(exact_ratios[0] - 1) < 0.1
assert abs(exact_ratios[1] - 1) > abs(exact_ratios[0] - 1)

# Thermal mean hop factor from the phonon-number average
kT = constants.k * temperature / constants.e
weights = np.exp(-np.arange(size) * w / kT)
weights /= weights.sum()
thermal_sum = np.dot(weights, np.diag(displacement))**2
thermal_factor = np.exp(-g2 / np.tanh(w / (2 * kT)))
assert abs(thermal_sum / thermal_factor - 1) < 1e-6

# Polar coupling at the same relaxation energy
distance = lattice / np.sqrt(2)
q_debye = (6 * np.pi**2 * 4 / lattice**3)**(1 / 3)
y = q_debye * distance
polar_fraction = 1 - sici(y)[0] / y
polar_average = dblquad(lambda mu, s: 1 - np.cos(y * s * mu), 0, 1, 0, 1)[0]
assert abs(polar_average - polar_fraction) < 1e-7
polar_exponent = g2 * polar_fraction
polar_width = bare_width * np.exp(-polar_exponent)

# 1 MV/cm = 0.1 V/nm
field_drop = field * 0.1 * distance
assert max(width, width_second, polar_width) < min(kT, field_drop)

print(f"Phonon quantum: {w:.3f} eV")
print(f"Bare hopping t: {t:.3f} eV")
print(f"Coupling g^2: {g2:.3f} (dimensionless)")
print(f"Coupling g: {g:.4f} (dimensionless)")
print(f"Polaron energy shift: {-g2 * w:.4f} eV")
print(f"Bare band bottom: {(-t * gamma).min():.4f} eV")
print(f"One-site overlap: {gauss_overlap:.6f} (dimensionless)")
print(f"Narrowing factor: {narrowing:.6f} (dimensionless)")
print(f"Polaron hopping: {1000 * t_polaron:.4f} meV")
print(f"Bare bandwidth: {1000 * bare_width:.2f} meV")
print(f"Polaron bandwidth, first order: {1000 * width:.4f} meV")
print(f"Two-step hop J2: {1000 * J2:.5f} meV")
print(f"J2 / polaron hopping: {J2 / t_polaron:.4f} (dimensionless)")
print(f"Large-g estimate t/E_p: {t / (g2 * w):.4f} (dimensionless)")
print(f"Return-hop lowering z A: {1000 * return_shift:.3f} meV")
print(f"Bandwidth through second order: {1000 * width_second:.4f} meV")
print(f"Second/first-order bandwidth: {width_second / width:.4f} (dimensionless)")
print(f"Two-site exact/LF splitting, t={t:.3f} eV: {exact_ratios[0]:.4f}")
print(f"Two-site exact/LF splitting, t={large_t:.3f} eV: {exact_ratios[1]:.4f}")
print(f"Cubic lattice constant: {lattice:.3f} nm")
print(f"Hop distance: {distance:.4f} nm")
print(f"Debye wave number: {q_debye:.3f} 1/nm")
print(f"Debye product y: {y:.4f} (dimensionless)")
print(f"Polar exponent fraction: {polar_fraction:.4f} (dimensionless)")
print(f"Polar exponent: {polar_exponent:.4f} (dimensionless)")
print(f"Polar narrowing factor: {np.exp(-polar_exponent):.5f} (dimensionless)")
print(f"Polar bandwidth: {1000 * polar_width:.3f} meV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {1000 * kT:.2f} meV")
print(f"Thermal mean hop factor: {thermal_factor:.6f} (dimensionless)")
print(f"Thermal/zero-T factor: {thermal_factor / narrowing:.4f} (dimensionless)")
print(f"Electric field: {field:.1f} MV/cm")
print(f"Potential-energy drop per hop: {1000 * field_drop:.2f} meV")
print(f"Two-site test hopping: {small_hop:.3f} phonon quanta")
for value, shift, factor in dimer_rows:
    print(f"Two-site g^2={value:.1f}: shift {shift:.5f} quanta, factor {factor:.6f}")
print(f"Nonlocal test couplings: {g_near:.1f}, {g_far:.1f} (dimensionless)")
print(f"Nonlocal exact shift: {nonlocal_shift:.5f} phonon quanta")
print(f"Nonlocal exact factor: {nonlocal_factor:.6f} (dimensionless)")
print(f"Nonlocal formula factor: {np.exp(-(g_near - g_far)**2):.6f} (dimensionless)")
print(f"Three-site test: t={tri_t:.2f} quanta, g^2={tri_g2:.1f}")
print(f"Three-site odd part: {tri_first:.7f} phonon quanta")
print(f"Formula t exp(-g^2): {tri_t * np.exp(-tri_g2):.7f} phonon quanta")
print(f"Three-site J2: {tri_second:.4e} phonon quanta")
print(f"Formula J2: {two_step_hop(tri_t, 1.0, tri_g2):.4e} phonon quanta")
print(f"Three-site A: {tri_return:.4e} phonon quanta")
print(f"Formula A: {return_energy(tri_t, 1.0, tri_g2):.4e} phonon quanta")
print("OK")
```

Output:

```
Phonon quantum: 0.070 eV
Bare hopping t: 0.020 eV
Coupling g^2: 5.000 (dimensionless)
Coupling g: 2.2361 (dimensionless)
Polaron energy shift: -0.3500 eV
Bare band bottom: -0.1200 eV
One-site overlap: 0.082085 (dimensionless)
Narrowing factor: 0.006738 (dimensionless)
Polaron hopping: 0.1348 meV
Bare bandwidth: 180.00 meV
Polaron bandwidth, first order: 1.2128 meV
Two-step hop J2: 0.00986 meV
J2 / polaron hopping: 0.0732 (dimensionless)
Large-g estimate t/E_p: 0.0571 (dimensionless)
Return-hop lowering z A: 3.875 meV
Bandwidth through second order: 1.4790 meV
Second/first-order bandwidth: 1.2195 (dimensionless)
Two-site exact/LF splitting, t=0.020 eV: 1.0217
Two-site exact/LF splitting, t=0.140 eV: 2.3394
Cubic lattice constant: 0.420 nm
Hop distance: 0.2970 nm
Debye wave number: 14.732 1/nm
Debye product y: 4.3751 (dimensionless)
Polar exponent fraction: 0.6157 (dimensionless)
Polar exponent: 3.0787 (dimensionless)
Polar narrowing factor: 0.04602 (dimensionless)
Polar bandwidth: 8.284 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Thermal mean hop factor: 0.003298 (dimensionless)
Thermal/zero-T factor: 0.4894 (dimensionless)
Electric field: 1.0 MV/cm
Potential-energy drop per hop: 29.70 meV
Two-site test hopping: 0.001 phonon quanta
Two-site g^2=0.5: shift -0.50000 quanta, factor 0.606530
Two-site g^2=2.0: shift -2.00000 quanta, factor 0.135335
Two-site g^2=4.0: shift -4.00000 quanta, factor 0.018316
Nonlocal test couplings: 1.2, 0.5 (dimensionless)
Nonlocal exact shift: -1.69000 phonon quanta
Nonlocal exact factor: 0.612626 (dimensionless)
Nonlocal formula factor: 0.612626 (dimensionless)
Three-site test: t=0.02 quanta, g^2=0.5
Three-site odd part: 0.0121232 phonon quanta
Formula t exp(-g^2): 0.0121306 phonon quanta
Three-site J2: 8.3818e-05 phonon quanta
Formula J2: 8.3899e-05 phonon quanta
Three-site A: 1.9401e-04 phonon quanta
Formula A: 1.9393e-04 phonon quanta
OK
```
